\section*{The Drain-Field Length of a Saturated Transistor in the Gauss-Box Model}

\section{Problem}

An n-channel transistor is driven into saturation. Between the point where the electrons reach their saturated velocity and the drain, the lateral field rises steeply, and electrons can become hot there. The silicon permittivity is three times the oxide permittivity, $\varepsilon_{\rm si}/\varepsilon_{\rm ox}=3$. The oxide thickness is $t_{\rm ox}=2$ nm and the drain junction depth is $x_j=50$ nm.

\begin{enumerate}
\item Treat the silicon down to the depth $x_j$ as a box to which Gauss's law is applied, with a lateral field that is uniform in depth. Find the characteristic length $l$ over which the lateral field grows.
\item The field at the saturation point is $E_{\rm sat}=4\times10^{6}$ V/m, and the drain lies $U=0.5$ V above that point. Find the peak field and the length of the saturated region.
\item Decide whether the assumption of a depth-uniform field is justified for these dimensions.
\end{enumerate}

Let $x$ run along the channel from the saturation point towards the drain, and let $y$ run from the oxide interface into the silicon. Let $u(x)$ be the surface potential minus its value at $x=0$. The potential rises towards the drain, so the field component along $x$ is $-u'$, and $E=u'$ denotes its magnitude.

\section{A tempting solution}

Suppose the surface potential rises by $u$. The voltage across the oxide then falls by $u$, so the vertical field in the oxide falls by $u/t_{\rm ox}$. This field enters the top of the silicon box. The charge in the box does not change along the channel, so the lost vertical field must be made up by a change of the lateral field over the box depth:
\begin{equation}
x_j u''=\frac{u}{t_{\rm ox}} .
\end{equation}
The solutions are exponentials with the length
\begin{equation}
l_{\rm wrong}=\sqrt{t_{\rm ox}x_j}=\sqrt{2\times 50}\ \text{nm}=10\ \text{nm}.
\end{equation}
The unit is right, and the length grows with both dimensions, as it should. The permittivity ratio, however, has not been used.

\section{Where the fault lies}

The faulty sentence is ``this field enters the top of the silicon box''. At the boundary between two dielectrics the normal electric field jumps, because the two materials are polarized differently and bound charge remains at the interface. What continues across an interface without free charge is the normal displacement:
\begin{equation}
\varepsilon_{\rm si}E_{y,{\rm si}}=\varepsilon_{\rm ox}E_{y,{\rm ox}} .
\end{equation}
A fall of $u/t_{\rm ox}$ in the oxide field is therefore a fall of only $(\varepsilon_{\rm ox}/\varepsilon_{\rm si})\,u/t_{\rm ox}$, one third as much, in the silicon field. The tempting solution makes the gate's hold on the silicon three times too strong, and the length comes out too short by a factor $\sqrt3$.

\section{The right solution}

\subsection{Flux balance}

Take a slice of the box between $x$ and $x+dx$, of depth $x_j$ and unit width, and count the displacement flux leaving it.

The lateral displacement is $-\varepsilon_{\rm si}u'$, assumed equal at all depths in the box. The right face passes $-\varepsilon_{\rm si}x_ju'(x+dx)$ outwards, and the left face passes $+\varepsilon_{\rm si}x_ju'(x)$ outwards. Their sum is $-\varepsilon_{\rm si}x_ju''\,dx$.

Through the top, the displacement $D_{\rm top}$ from the gate flows inwards and counts as $-D_{\rm top}\,dx$. The oxide is taken to be thin enough for its vertical field to be the voltage across it divided by $t_{\rm ox}$. With $D_0$ the value at $x=0$,
\begin{equation}
D_{\rm top}(x)=D_0-\frac{\varepsilon_{\rm ox}}{t_{\rm ox}}\,u(x).
\end{equation}

The flux through the bottom is assumed not to vary with $x$. Let $Q$ be the charge per area in the box minus this constant flux. The dopant charge is uniform along $x$. The mobile charge per area is the current per width divided by the carrier velocity, and it too is constant if the velocity is saturated and the current stays in the box. In real silicon the velocity approaches saturation gradually, so a sharp saturation point with constant mobile charge beyond it is an idealization, which is adopted here. Its effect is not negligible: with a velocity that saturates gradually on a field scale of $2\times10^{6}$ V/m and a current of 500 A per metre of width, the peak field found below drops by 5 to 18\%, depending on the form of the velocity law. Moreover, when the field changes over lengths comparable to the energy relaxation length of the electrons, of the order of tens of nanometres, velocity and energy no longer follow the local field, and the velocity can overshoot its saturated value. Hence $Q$ is constant, and Gauss's law, divided by $dx$, reads
\begin{equation}
-\varepsilon_{\rm si}x_ju''-D_0+\frac{\varepsilon_{\rm ox}}{t_{\rm ox}}u=Q .
\label{eq:gauss}
\end{equation}

Up to the saturation point the gate is taken to balance the charge without help from a lateral field gradient. This fixes $u''=0$ at $x=0$, where also $u=0$, so that $Q=-D_0$. Inserting this in \eqref{eq:gauss} removes both constants:
\begin{equation}
\varepsilon_{\rm si}x_ju''=\frac{\varepsilon_{\rm ox}}{t_{\rm ox}}u
\quad\Longrightarrow\quad
u''=\frac{u}{l^2},\qquad
l=\sqrt{\frac{\varepsilon_{\rm si}}{\varepsilon_{\rm ox}}\,t_{\rm ox}x_j}.
\label{eq:length}
\end{equation}
With the given dimensions,
\begin{equation}
l=\sqrt{3\times2\times50}\ \text{nm}=\sqrt{300}\ \text{nm}=17.3\ \text{nm}=1.73\times10^{-8}\ \text{m}.
\end{equation}
A thinner oxide, or one of higher permittivity, ties the surface potential more firmly to the gate and shortens $l$. A deeper box offers more cross-section to the lateral flux and lengthens it.

\subsection{Field profile and peak field}

The general solution of \eqref{eq:length} is $u=Ae^{x/l}+Be^{-x/l}$. The condition $u(0)=0$ gives $B=-A$. The condition $u'(0)=E_{\rm sat}$ gives $2A/l=E_{\rm sat}$. Therefore
\begin{equation}
u=lE_{\rm sat}\sinh\frac{x}{l},\qquad
E=E_{\rm sat}\cosh\frac{x}{l}.
\label{eq:profile}
\end{equation}
For $x\gg l$ the decaying exponential is negligible, and the field grows by a factor $e$ in each length $l$. Near the saturation point the growth is slower. The field is $6.17\times10^{6}$ V/m at $x=l$ and $1.505\times10^{7}$ V/m at $x=2l$, a ratio of $2.44$ instead of $2.72$.

At the drain end, $x=L$ and $u=U$. The first relation in \eqref{eq:profile} gives $\sinh(L/l)=U/(lE_{\rm sat})$. With $\cosh^2=1+\sinh^2$, the second gives the peak field:
\begin{equation}
E_m=\sqrt{E_{\rm sat}^2+\left(\frac{U}{l}\right)^2},\qquad
L=l\,\operatorname{arsinh}\frac{U}{lE_{\rm sat}} .
\label{eq:peak}
\end{equation}
Here $U/l=0.5\ \text{V}/(1.732\times10^{-8}\ \text{m})=2.887\times10^{7}$ V/m, so
\begin{align}
E_m&=\sqrt{0.400^2+2.887^2}\times10^{7}\ \text{V/m}=2.91\times10^{7}\ \text{V/m},\\
L&=17.32\ \text{nm}\times\operatorname{arsinh}(7.22)=46.3\ \text{nm}.
\end{align}
A direct numerical integration of the flux balance, with the two permittivities entered separately, reproduces both formulas in \eqref{eq:peak} to within one part in $10^6$.

Two limits help in reading these results. For $U\ll lE_{\rm sat}$ the field hardly rises, and $L\approx U/E_{\rm sat}$. For $U\gg lE_{\rm sat}$ the peak field approaches $U/l$. The present case is close to the second limit: $U/l$ lies about 1\% below $E_m$. In this limit an error in $l$ passes almost undiminished into the peak field. The tempting length of 10 nm would give $U/l=5.0\times10^{7}$ V/m, too large by a factor of about 1.7 within this model.

\section{Is the field uniform in depth?}

The assumption can be examined by dropping it while keeping the same layers. Let the charge density depend on $y$ but not on $x$. Split the potential into an $x$-independent part that carries this charge and a remainder $\varphi(x,y)$. The remainder obeys Laplace's equation in both layers. It vanishes at the gate, $y=-t_{\rm ox}$, and has no normal derivative at the bottom, $y=x_j$. Solutions that vary as $e^{\pm kx}$ are
\begin{equation}
\varphi\propto e^{\pm kx}\times
\begin{cases}
C\sin k(y+t_{\rm ox}), & -t_{\rm ox}<y<0,\\
\cos k(x_j-y), & 0<y<x_j .
\end{cases}
\end{equation}
In each layer $\varphi_{xx}=k^2\varphi$ and $\varphi_{yy}=-k^2\varphi$, as Laplace's equation requires. At $y=0$ the potential and the normal displacement are continuous:
\begin{align}
C\sin kt_{\rm ox}&=\cos kx_j,\\
\varepsilon_{\rm ox}\,C\,k\cos kt_{\rm ox}&=\varepsilon_{\rm si}\,k\sin kx_j .
\end{align}
Dividing the second line by the first eliminates $C$ and gives $\varepsilon_{\rm ox}\cot kt_{\rm ox}=\varepsilon_{\rm si}\tan kx_j$, or
\begin{equation}
\tan(kt_{\rm ox})\tan(kx_j)=\frac{\varepsilon_{\rm ox}}{\varepsilon_{\rm si}} .
\label{eq:mode}
\end{equation}
The smallest positive root gives the longest length, $1/k=35.6$ nm. This is $2.06$ times the box value, and a finite-element solution of the two layers agrees with it. The factor belongs to the bottom condition taken over from the box. If the potential is instead held fixed at the bottom, as at the edge of a neutral body, the condition becomes $\varepsilon_{\rm ox}\cot kt_{\rm ox}=-\varepsilon_{\rm si}\cot kW$ for a silicon depth $W$, and $1/k$ is $17.8$ nm for $W=50$ nm and $33.7$ nm for $W=100$ nm. That mode vanishes at the bottom, so it is not uniform in depth either, and its closeness to the box value at 50 nm is accidental.

The reason for the difference can be read from the mode. Since $kt_{\rm ox}=2/35.6\approx0.06$ is small, $\tan kt_{\rm ox}\approx kt_{\rm ox}$, and \eqref{eq:mode} becomes
\begin{equation}
\frac1{k^2}\approx\frac{\varepsilon_{\rm si}}{\varepsilon_{\rm ox}}\,t_{\rm ox}d_{\rm eff},
\qquad
d_{\rm eff}=\frac{\tan kx_j}{k}
=\frac{\int_0^{x_j}\cos k(x_j-y)\,dy}{\cos kx_j}.
\end{equation}
This is the box formula with $x_j$ replaced by an effective depth, the depth integral of the mode divided by its surface value. The gate holds down the surface potential but has less hold on the silicon below. At the bottom of the slab the mode is $6.0$ times as large as at the surface, and $d_{\rm eff}=211$ nm instead of 50 nm. The box model sets $d_{\rm eff}=x_j$.

To see when that is allowed, expand both tangents in \eqref{eq:mode} with $\tan a\approx a+a^3/3$:
\begin{equation}
k^2t_{\rm ox}x_j\left[1+\frac{k^2(t_{\rm ox}^2+x_j^2)}{3}\right]\approx\frac{\varepsilon_{\rm ox}}{\varepsilon_{\rm si}} .
\end{equation}
Multiply by $(\varepsilon_{\rm si}/\varepsilon_{\rm ox})/k^2$, and use $k^2l^2\approx1$ in the correction term:
\begin{equation}
\frac1{k^2}\approx l^2+\frac{t_{\rm ox}^2+x_j^2}{3}.
\label{eq:correction}
\end{equation}
The term due to the variation in depth is small if $x_j^2/3\ll l^2$, that is, if
\begin{equation}
x_j\ll 3\,\frac{\varepsilon_{\rm si}}{\varepsilon_{\rm ox}}\,t_{\rm ox}=18\ \text{nm}.
\end{equation}
A depth of 50 nm violates this condition, so the answer to the third question is no. For a box only 5 nm deep, \eqref{eq:length} gives $5.48$ nm and the layered solution gives $6.31$ nm, a ratio of $1.15$. The estimate \eqref{eq:correction} gives $\sqrt{30+29/3}\ \text{nm}=6.30$ nm. A still shallower box gains little, because the oxide term $t_{\rm ox}^2/3$ then grows relative to $l^2$. The ratio $1/(kl)$ depends only on $x_j/t_{\rm ox}$ and is smallest at $x_j=t_{\rm ox}$, where \eqref{eq:mode} gives $kt_{\rm ox}=\pi/6$ and a ratio of $6/(\pi\sqrt3)=1.10$. For a permittivity ratio of 3 the box length is thus always at least about 10\% off the layered one.

The blame can also be checked at the full depth of 50 nm. If the normal permittivity of the silicon is made $10^4$ times larger in the finite-element solution, while the lateral one is left alone, the potential is forced to be nearly uniform in depth. The length then falls to $17.36$ nm. The small remainder above $17.32$ nm is almost entirely the lateral flux in the oxide, which the box leaves out. With uniform silicon the balance is $\varepsilon_{\rm si}x_jk^2=\varepsilon_{\rm ox}k\cot kt_{\rm ox}$, and the same expansion gives $1/k^2\approx l^2+t_{\rm ox}^2/3=301.3$ nm$^2$, whose root is $17.36$ nm.

The value $l=17.3$ nm is thus the correct result of the box model, but for this geometry it is a rough scale for the two-dimensional field. Nor should 35.6 nm simply be put into \eqref{eq:peak}. Equation \eqref{eq:mode} has further roots with larger $k$, and these shorter-ranged modes also contribute near the drain, with weights set by the drain's shape. For an abrupt drain that holds the whole silicon depth at $U$, with a linear drop across the oxide, the lowest mode carries only about one fifth of the surface potential at the drain, and the surface field in the last few nanometres exceeds the box value. A longer lowest mode therefore does not imply a lower peak field. The slab omits that shape, as well as any spreading of the current in depth along the channel. A reliable peak field for a particular device needs a two-dimensional solution that includes both. The main computed values are listed in the numerical output below.

\section*{Calculated quantities}
\begin{verbatim}
permittivity ratio eps_si/eps_ox: 3.0
oxide thickness: 2.0 nm
junction depth: 50.0 nm
squared length l^2: 300.0 nm^2
characteristic length l: 17.32 nm
characteristic length l: 1.732e-08 m
field at saturation point: 4.00e+06 V/m
excess drain voltage U: 0.50 V
field at x = l: 6.172e+06 V/m
field at x = 2l: 1.505e+07 V/m
U/l: 2.887e+07 V/m
peak field at drain end: 2.914e+07 V/m
length of saturated region: 46.3 nm
layered length, depth-uniform field: 17.36 nm
layered length, true permittivity: 35.62 nm
length from mode equation: 35.62 nm
true-permittivity length over l: 2.06
effective depth of layered mode: 211 nm
bottom/surface potential of mode: 6.01
5 nm box, model length: 5.48 nm
5 nm box, layered length: 6.31 nm
5 nm box, ratio of lengths: 1.15
\end{verbatim}
